# Constant loss ratio of a Curie-von Schweidler dielectric, derived in two ways

Apply one volt to a thin insulating film and suppose that, after one second, a current density of $2\times10^{-10}$ A/cm² still flows. If that current is taken for steady leakage, the loss it implies falls as the inverse of the frequency. For the model film treated below, this reading gives an imaginary relative permittivity of $3.6\times10^{-4}$ at 10 Hz. If the current is instead a slowly dying polarization current proportional to $t^{-0.9}$, the value is $2.2\times10^{-2}$, about sixty times larger. One reading at one second cannot tell the two cases apart. The decay law can. It also fixes how the loss is related to the frequency-dependent part of the polarizability, at frequencies well inside the range where the law holds.

## The statement and its conventions

The dielectric is linear, its properties do not change with time, and it is at rest before a field is applied. Its polarization is

$$P(t)=\varepsilon_0\chi_\infty E(t)+\varepsilon_0\int_0^\infty f(s)\,E(t-s)\,ds .$$

The first term follows the field at once. The second is the slow part, with response function $f$ in s$^{-1}$. For a step $E_0$ at $t=0$, the field $E(t-s)$ vanishes when $s>t$, so the slow polarization is $\varepsilon_0E_0\int_0^t f(s)\,ds$. Its time derivative is the polarization current density,

$$j(t)=\varepsilon_0E_0f(t),\qquad t>0 .$$

The instantaneous term adds a current spike at $t=0$ and nothing later. The Curie-von Schweidler law $j\propto t^{-n}$ therefore means

$$f(t)=A\,t^{-n},\qquad A>0,\quad 0<n<1 .$$

Now let $E=E_0\cos\omega t$ with $\omega>0$. Expanding $\cos\omega(t-s)$ gives the slow polarization

$$P_s=\varepsilon_0E_0(\chi'\cos\omega t+\chi''\sin\omega t),$$

$$\chi'=\int_0^\infty f\cos\omega s\,ds,\qquad \chi''=\int_0^\infty f\sin\omega s\,ds .$$

With the time factor $e^{+i\omega t}$ these combine into

$$\chi(\omega)=\chi'-i\chi''=\int_0^\infty f(t)\,e^{-i\omega t}\,dt .$$

A positive $\chi''$ is a lag behind the field. It is also a loss: in the average of $E\,dP_s/dt$ over a cycle, the product $\cos\omega t\sin\omega t$ averages to zero and $\cos^2\omega t$ to one half, which leaves the mean power density $\tfrac12\varepsilon_0\omega\chi''E_0^2$.

The result to be derived is

$$\frac{\chi''}{\chi'}=\cot\frac{n\pi}{2}\qquad\text{at every }\omega>0 .$$

Here $\chi$ is the slow part alone, without $\chi_\infty$ and without leakage.

**Convergence.** Near $t=0$ the integral exists because $n<1$. At late times $t^{-n}$ is not integrable by itself, and the oscillation has to help. Put $p=s+i\omega$, where $s\ge0$ is now a damping rate. Integration by parts gives

$$\int_T^\infty t^{-n}e^{-pt}dt=\frac{T^{-n}e^{-pT}}{p}-\frac np\int_T^\infty t^{-n-1}e^{-pt}dt .$$

The first term is at most $T^{-n}/|p|$ in magnitude. So is the second, because $n\int_T^\infty t^{-n-1}dt=T^{-n}$. The tail is thus bounded by $2T^{-n}/|p|\le 2T^{-n}/\omega$, whatever the value of $s$. One may therefore compute with $s>0$ and let $s\to0$ at the end: the tail is uniformly small, and on $[0,T]$ the limit is harmless. The same bound, times $A$, limits the transient (relative to $\varepsilon_0E_0$) that remains a time $T$ after a cosine field is switched on.

## First derivation: the transform of the decay law

For $\mathrm{Re}\,p>0$ define

$$I(p)=\int_0^\infty t^{-n}e^{-pt}\,dt .$$

Differentiation under the integral gives $I'(p)=-\int_0^\infty t^{1-n}e^{-pt}dt$. Integrate this by parts. The boundary term $-t^{1-n}e^{-pt}/p$ vanishes at $t=0$ because $n<1$, and at infinity because of the damping. What remains is

$$I'(p)=-\frac{1-n}{p}\,I(p).$$

Hence

$$\frac{d}{dp}\left[p^{1-n}I\right]=(1-n)p^{-n}I+p^{1-n}I'=0,$$

and $p^{1-n}I$ is constant in the right half-plane, where $p^{1-n}$ is the branch that is positive for positive $p$. At $p=1$ the constant is

$$I(1)=\int_0^\infty t^{-n}e^{-t}dt=\Gamma(1-n),$$

which is the definition of the gamma function. So $I(p)=\Gamma(1-n)\,p^{n-1}$.

Let $p\to i\omega$. On the chosen branch $i=e^{i\pi/2}$, and therefore

$$i^{\,n-1}=e^{-i(1-n)\pi/2}=\cos\frac{(1-n)\pi}{2}-i\sin\frac{(1-n)\pi}{2}=\sin\frac{n\pi}{2}-i\cos\frac{n\pi}{2}.$$

The susceptibility is

$$\chi(\omega)=A\,\Gamma(1-n)\,\omega^{n-1}\left[\sin\frac{n\pi}{2}-i\cos\frac{n\pi}{2}\right].$$

Both parts carry the same positive factor, which cancels in the ratio and leaves $\cot(n\pi/2)$. The slow polarization lags the field by the constant angle $(1-n)\pi/2$.

Direct numerical integration of the defining integral, at $\omega=0.2$, 5 and 40 rad/s, gives the ratio 6.313752 at all three frequencies for $n=0.1$, 1.000000 for $n=0.5$ and 0.158384 for $n=0.9$. These equal $\cot(n\pi/2)$ to the digits shown.

The two ends of the range of $n$ have simple meanings. As $n\to0$ the current hardly decays. Then $\chi''\to A/\omega$ and $\chi'\to0$ at fixed $\omega$, which is how a conductor behaves, and the ratio grows without limit. As $n\to1$, $\Gamma(1-n)$ grows as $1/(1-n)$ while $\cos(n\pi/2)$ shrinks as $(1-n)\pi/2$. At fixed $A$ the loss tends to the frequency-independent value $\pi A/2$, while $\chi'$ grows as $A/(1-n)$. The ratio goes to zero because $\chi'$ becomes large; the loss itself does not vanish.

## Second derivation: a sum of exponential relaxations

A single relaxation with rate $\lambda$ has a response function proportional to $e^{-\lambda t}$. Its transform is

$$\int_0^\infty e^{-\lambda t}e^{-i\omega t}dt=\frac{1}{\lambda+i\omega}=\frac{\lambda-i\omega}{\lambda^2+\omega^2},$$

and its ratio $\chi''/\chi'=\omega/\lambda$ depends strongly on frequency. A power law is a particular mixture of such relaxations. With $u=\lambda t$,

$$\int_0^\infty\lambda^{n-1}e^{-\lambda t}d\lambda=t^{-n}\int_0^\infty u^{n-1}e^{-u}du=\Gamma(n)\,t^{-n},$$

so that

$$A\,t^{-n}=\frac{A}{\Gamma(n)}\int_0^\infty\lambda^{n-1}e^{-\lambda t}\,d\lambda .$$

Multiply by $e^{-(s+i\omega)t}$ with $s>0$ and integrate over time. The double integral converges absolutely, so the order may be exchanged, and each exponential contributes $1/(\lambda+s+i\omega)$. As $s\to0$ the integrand stays below $\lambda^{n-1}/|\lambda+i\omega|$ in magnitude. This bound is integrable at small $\lambda$ because $n>0$ and at large $\lambda$ because $n<1$. The limit may be taken inside:

$$\chi'=\frac{A}{\Gamma(n)}\int_0^\infty\frac{\lambda^{n}}{\lambda^2+\omega^2}d\lambda,\qquad
\chi''=\frac{A}{\Gamma(n)}\int_0^\infty\frac{\omega\lambda^{n-1}}{\lambda^2+\omega^2}d\lambda .$$

Set $\lambda=\omega x$. Both expressions acquire the factor $\omega^{n-1}$, and what is left are pure numbers:

$$\chi'=\frac{A\,\omega^{n-1}}{\Gamma(n)}J(n+1),\quad
\chi''=\frac{A\,\omega^{n-1}}{\Gamma(n)}J(n),\quad
J(a)=\int_0^\infty\frac{x^{a-1}}{1+x^2}dx .$$

This already shows why the ratio is constant. The mixture of rates has no scale of its own, so a change of frequency selects a different group of relaxations in the same proportions.

To find $J(a)$ for $0<a<2$, put $x=e^{u}$:

$$J(a)=\int_{-\infty}^{\infty}\frac{e^{au}}{1+e^{2u}}\,du .$$

Integrate the same function counterclockwise around a long rectangle whose lower side is the real axis and whose upper side is the line $\mathrm{Im}\,u=\pi$. The short sides vanish, since the integrand falls as $e^{(a-2)u}$ on the right and as $e^{au}$ on the left. On the upper side the denominator is unchanged and the numerator gains $e^{ia\pi}$. The one pole inside is at $u=i\pi/2$. The derivative of the denominator there is $2e^{i\pi}=-2$, so the residue is $-\tfrac12e^{ia\pi/2}$. Hence

$$(1-e^{ia\pi})J=-i\pi e^{ia\pi/2}.$$

Dividing by $e^{ia\pi/2}$ turns the bracket into $-2i\sin(a\pi/2)$, and

$$J(a)=\frac{\pi}{2\sin(a\pi/2)} .$$

Since $\sin[(n+1)\pi/2]=\cos(n\pi/2)$,

$$\frac{\chi''}{\chi'}=\frac{J(n)}{J(n+1)}=\frac{\cos(n\pi/2)}{\sin(n\pi/2)}=\cot\frac{n\pi}{2}.$$

The magnitudes agree as well. Equating the two expressions for $\chi''$ gives $\Gamma(n)\Gamma(1-n)=\pi/\sin n\pi$, the reflection formula of the gamma function.

## What each derivation assumes

Both need linearity, constant material properties and a power law with $0<n<1$. The first uses nothing else, and does not ask what produces the decay.

The second adds no physical assumption as long as the mixture is read as an identity for $t^{-n}$. It becomes a stronger claim if each exponential is taken for a separate physical process. The current alone cannot establish that claim, because the identity holds whatever the mechanism.

The derivations also differ in how they extend to other decay laws. The first accepts any response function whose transform exists, including one that is zero until a time $t_1$ and then follows the power law. The second, with positive weights, cannot represent such a function: a positive sum of decaying exponentials decreases from the start. In return, it shows which relaxation rates matter at a given frequency.

## Where the power law ends

**Late times.** The polarization absorbed up to time $t$ is $\varepsilon_0E_0A\,t^{1-n}/(1-n)$, which grows without limit, so a material with a finite static response must leave the law. A simple model is $f=At^{-n}e^{-t/\tau}$. In the second picture every rate is raised by $1/\tau$, so $1/\tau$ is the slowest rate. In the first, $p$ becomes $1/\tau+i\omega$, whose phase is $\arctan\omega\tau$, and

$$\frac{\chi''}{\chi'}=\tan\left[(1-n)\arctan\omega\tau\right].$$

For $\omega\tau\gg1$ the arctangent is close to $\pi/2-1/(\omega\tau)$. The constant ratio returns once $(1-n)/(\omega\tau)$ is also small compared with $n\pi/2$, which for small $n$ takes a much higher frequency. For $\omega\tau\ll1$ the ratio is about $(1-n)\omega\tau$. With $n=0.6$ the constant would be 0.727. The formula gives 0.117 at $\omega\tau=0.3$, 0.546 at 3 and 0.706 at 30, and numerical integration agrees. At $\omega\tau=30$ the ratio is still 3 % below its limit.

**Early times.** Suppose the law starts sharply at $t_1$, with $\omega t_1\ll1$. The missing piece of the transform is

$$A\int_0^{t_1}t^{-n}e^{-i\omega t}dt\approx\frac{A\,t_1^{1-n}}{1-n}-i\,\frac{A\,\omega\,t_1^{2-n}}{2-n}.$$

The imaginary part is smaller than the real part by the factor $\omega t_1(1-n)/(2-n)$, which is less than $\omega t_1/2$. The real part is independent of frequency but need not be small, because for $n$ near one the power $t_1^{1-n}$ falls very slowly. With $n=0.9$, $t_1=10^{-5}$ s and $\omega=1$ rad/s, the raw ratio of the truncated response is 0.239 instead of 0.158.

The cure is to take differences between two frequencies, in which any constant part of $\chi'$ cancels:

$$\frac{\chi''(\omega_1)-\chi''(\omega_2)}{\chi'(\omega_1)-\chi'(\omega_2)}\approx\cot\frac{n\pi}{2}.$$

For the same truncated response at 1 and 2 rad/s this gives 0.15839. For $n$ near one the loss hardly changes with frequency, and the neglected imaginary part must be small beside that change. For two frequencies within a factor of a few of each other this requires $\omega t_1\ll1-n$. A wide spacing relaxes the condition, because the change in loss grows with the spacing. With $n=0.9$ and $\omega t_1=1-n$ at the higher frequency, the quotient is off by 34 % when the frequencies differ by a factor of two and by 1.6 % when they differ by $10^6$. The method also removes $\chi_\infty$, so it can be applied to measured permittivities without knowing that constant. It does not remove leakage, which adds a term proportional to $1/\omega$ to the imaginary part and must be subtracted first, or be negligible beside the change in $\chi''$ between the two frequencies. For $n$ near one that change is much smaller than $\chi''$ itself unless the frequencies are far apart, so any frequency-dependent error in the loss weighs more in the quotient of differences than in the plain ratio.

## A film in the regime of interlayer dielectrics

Take a film 100 nm thick with a step of 1 V, so the field is 0.10 MV/cm. Let $n=0.9$, and let the polarization current be $2.0\times10^{-10}$ A/cm² at 1 s. Write the relative permittivity as $k'-ik''$ with $k'=k_\infty+\chi'$, $k''=\chi''$ and $k_\infty=2.7$. Since $\varepsilon_0E_0=8.85\times10^{-9}$ C/cm²,

$$A=\frac{2.0\times10^{-10}}{8.85\times10^{-9}}=0.0226\ \mathrm{s}^{n-1}.$$

With $\Gamma(0.1)=9.514$, the prefactor $A\,\Gamma(1-n)$ is 0.2149. At 1 kHz, $\omega=6283$ rad/s and $\omega^{-0.1}=0.417$, so $|\chi|=0.0896$. The angle $n\pi/2$ is 81°, which gives

$$\chi'=0.0896\times0.988=0.0885,\qquad \chi''=0.0896\times0.156=0.0140 .$$

| Frequency | $k'$ | $k''$ | $\chi''/\chi'$ | $k''/k'$ |
|---|---|---|---|---|
| 10 Hz | 2.840 | 0.0222 | 0.158 | 0.0078 |
| 1 kHz | 2.789 | 0.0140 | 0.158 | 0.0050 |
| 100 kHz | 2.756 | 0.0088 | 0.158 | 0.0032 |

Over four decades $k''$ falls by $10^{0.4}=2.5$, where a constant leakage would make it fall by $10^4$. The ratio stays fixed, with a phase lag of 9°. The loss tangent $k''/k'$ does not, because its denominator is mostly the constant $k_\infty$. Between the outer frequencies $k'$ changes by 0.0844 and $k''$ by 0.0134, and the quotient is again 0.158.

The value $k_\infty=2.7$ is the constant found by fitting the power law. If the law began at $10^{-12}$ s, the missing constant would be 0.014 and the true fast permittivity 2.714. Subtracting that value from $k'$ would give a ratio of 0.189 at 1 kHz, which is 19 % too high. At the other end, $\tau=10$ s lowers the ratio at 10 Hz by 0.1 %, and the quotient of differences between 10 and 20 Hz by 0.8 %.

**Leakage.** An ohmic leakage current $j_{dc}$ at field $E_0$ adds $j_{dc}/(\varepsilon_0E_0\omega)$ to $k''$. With $j_{dc}=2.0\times10^{-11}$ A/cm² this is 0.16 % of the slow part at 10 Hz. In the step experiment the two currents are equal after $10^{1/0.9}=12.9$ s, but the total current departs from the power law earlier: at 1 s leakage already adds a tenth to the polarization current. If the law persisted, leakage would match the slow loss at about 8 mHz.

## The model beside real films

The thickness, permittivity and leakage are rough typical values for low-permittivity insulation between chip wires, not data for one material. The exponent and the current at 1 s are model choices; in a real film they depend on processing and absorbed moisture. The table also assumes that one exponent holds from seconds down to well below a microsecond. A real film need not obey this, so a current measured near 1 s does not by itself predict the loss at 100 kHz. Spacings in current chips can be well below 100 nm, and the field at 1 V is then higher than here.

At low frequency in a warm film, leakage may no longer be negligible. With an activation energy of 0.5 eV, heating from 300 K to 378 K multiplies the leakage by 54. If the polarization current is held at its 300 K value, leakage then adds 9 % to $k''$ at 10 Hz, and the apparent ratio, formed with $k_\infty$ known, rises from 0.158 to 0.172. The quotient of differences is affected more: it becomes 0.181 between 10 Hz and 100 kHz, 0.196 between 10 Hz and 1 kHz, and 0.262 between 10 and 20 Hz.

Linearity also has limits. For an elementary charge $q$ in equilibrium between two sites that have equal energy without the field and lie a distance $a$ apart along it, the Boltzmann factor gives a population difference $\tanh x$ with $x=qE_0a/(2k_BT)$. For $a=1$ nm at 300 K, $x=0.19$ and the response is 1.2 % below linear. The shortfall grows as $x^2/3$ for small $x$, so it increases with the square of the field.

At high frequency the electrodes matter. A series resistance $R$ adds about $\omega RC$ to the loss tangent. For an area of $10^{-3}$ cm² the capacitance is 24.4 pF, and 5 Ω adds $7.7\times10^{-5}$ at 100 kHz, or 2.4 % of the film's own loss tangent. This lowers the quotient of differences by 1.6 % between 10 Hz and 100 kHz, by 4 % between 1 and 100 kHz, and by 17 % between 50 and 100 kHz.

The field is about 2 % of a rough breakdown field of 5 MV/cm. Direct tunnelling through 100 nm is negligible: for a barrier of 2 eV and half the free-electron mass, the semiclassical exponential gives a transmission below $10^{-300}$.

## Numbers as computed

```
Ratio chi''/chi' by quadrature at w = 0.2, 5, 40 rad/s; cot(n pi/2)
  n = 0.1: 6.313752, 6.313752, 6.313752; 6.313752
  n = 0.5: 1.000000, 1.000000, 1.000000; 1.000000
  n = 0.9: 0.158384, 0.158384, 0.158384; 0.158384
Late end tau = 1 s, n = 0.6: ratio by quadrature, by formula
  w tau =  0.3: 0.117114, 0.117114
  w tau =  3.0: 0.545807, 0.545807
  w tau = 30.0: 0.706373, 0.706373
Early end t1 = 1e-05 s, n = 0.9, w = 1 and 2 rad/s:
  raw ratio at 1 rad/s 0.23873, from differences 0.15839
Example film (rough typical values)
  thickness 100 nm, step 1.0 V, field 0.10 MV/cm, area 1e-03 cm2
  n = 0.9, k_inf = 2.7, j(1 s) = 2.0e-10 A/cm2, leakage 2.0e-11 A/cm2
  A = 0.02259 s^(n-1), Gamma(1-n) = 9.51351
  cot(n pi/2) = 0.15838, phase lag = 9.00 degrees
  slow polarization after 10 s: 0.2844 eps0 E0 = 2.518e-03 uC/cm2
        10 Hz: k' = 2.840289, k'' = 0.022220, ratio = 0.15838, tan delta = 0.007823
      1000 Hz: k' = 2.788516, k'' = 0.014020, ratio = 0.15838, tan delta = 0.005028
    100000 Hz: k' = 2.755850, k'' = 0.008846, ratio = 0.15838, tan delta = 0.003210
  differences 10 Hz to 100 kHz: dk' = 0.084439, dk'' = 0.013374, ratio = 0.15838
Neglected effects
  leakage / slow k'' at 10 Hz, 300 K: 0.162 %
  leakage growth to 378 K at 0.5 eV: factor 54.1, share 8.75 %
  leakage equals slow k'' at 7.92 mHz; currents equal at 12.9 s
  late end tau = 10 s: ratio at 10 Hz changes -0.103 %
  early end t1 = 1e-12 s: constant 0.01425, true fast k = 2.7143
  ratio at 1 kHz if true fast k is subtracted: 0.1888
  C = 24.40 pF, series 5 ohm: tan delta at 100 kHz +7.67e-05 (2.39 %)
  hop of 1 nm: q E a/(2 kT) = 0.1934, response below linear by 1.23 %
  field / rough breakdown field of 5 MV/cm: 2.0 %
  tunnelling, barrier 2 eV, mass 0.5 m_e: log10(transmission) = -384
```
